# Radial Cauchy sampling of the polar 1/q² scattering integrand

## The decision: how to draw the q points

A carrier self-energy or scattering rate in a polar crystal needs a sum over phonon wavevectors $\mathbf q$, with interpolated matrix elements evaluated at each point. If the points are random, one must choose their distribution and decide whether the usual error bar, sample standard deviation over $\sqrt N$, can be trusted. Take a coupling that diverges as $1/q$, with the rest of the integrand bounded and nonzero at $\mathbf q=0$. Uniform points then give an estimator of infinite variance, and that error bar loses its Gaussian meaning: the sample standard deviation does not converge as $N\to\infty$, and the error falls as $N^{-1/3}$ instead of $N^{-1/2}$, although the divergence can stay hidden at feasible $N$ when the bounded factor is much smaller at $\mathbf q=0$ than elsewhere. Drawing the radius $q=|\mathbf q|$ from a Cauchy law, with isotropic direction, restores a finite variance. Drawing each Cartesian component from a Cauchy law does not.

## Integrand and conventions

Rydberg atomic units are used: $\hbar=1$, $e^2=2$, and a parabolic band has energy $q^2/m$, with $m$ in electron masses. The electron sits at the bottom of an otherwise empty band. It couples to one dispersionless longitudinal optical mode of energy $\omega$.

The coupling strength follows from electrostatics. A mode with interaction $g_{\mathbf q}\rho_{\mathbf q}(a_{\mathbf q}+a^\dagger_{-\mathbf q})$ and a static charge density $\rho_{\mathbf q}$ lowers its energy by $|g_{\mathbf q}|^2|\rho_{\mathbf q}|^2/\omega$, as completing the square shows. An interaction $v_{\mathbf q}$ between charges has energy $\tfrac12 v_{\mathbf q}|\rho_{\mathbf q}|^2$ per wavevector, so the lattice contributes $v_{\mathbf q}=-2|g_{\mathbf q}|^2/\omega$. This must equal the change of the screened Coulomb interaction when the ions are allowed to respond:

$$-\frac{2|g_{\mathbf q}|^2}{\omega}=\frac{8\pi}{V_cq^2}\left(\frac1{\epsilon_0}-\frac1{\epsilon_\infty}\right)
\;\Rightarrow\;
|g_{\mathbf q}|^2=\frac{4\pi\omega\kappa}{V_cq^2},\quad \kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_0}.$$

Here $8\pi=4\pi e^2$ and $V_c$ is the crystal volume. With $\sum_{\mathbf q}\to V_c\int d^3q/(2\pi)^3$,

$$\sum_{\mathbf q}|g_{\mathbf q}|^2F(\mathbf q)=\frac{\omega\kappa}{2\pi^2}\,I,\qquad I=\int_{\rm zone}\frac{F(\mathbf q)}{q^2}\,d^3q .$$

Three choices of $F$ are used.

- $F=1$ is the bare integrand.
- $F=1/(\omega+q^2/m)$ gives, with a minus sign, the zero-temperature level shift from virtual phonon emission in second-order perturbation theory.
- $F=L_\eta(q^2/m-\omega)$, with $L_\eta(x)=\eta/[\pi(x^2+\eta^2)]$, gives the golden-rule absorption rate after multiplication by $2\pi n$, where $n$ is the phonon occupation. Emission is forbidden by energy conservation at the band bottom, and its Lorentzian tail is omitted.

The zone is a cube of half-width $b$ and volume $V=8b^3$. Only the long-range coupling is kept, and the band is taken as parabolic up to the faces. $F$ is bounded, and continuous and nonzero at $\mathbf q=0$.

## Why uniform points fail

Let $R(\mathbf n)$ be the distance from the origin to the zone face along the unit vector $\mathbf n$. The integral exists because the volume element $q^2\,dq\,d\Omega$ cancels $1/q^2$:

$$|I|\le F_{\max}\int d\Omega\int_0^{R}dq=F_{\max}\int R(\mathbf n)\,d\Omega .$$

A uniform point has density $1/V$ and contributes $Y=VF/q^2$, whose mean is $I$. Its second moment contains $1/q^4$. By continuity there is a radius $r$ within which $F^2\ge F(0)^2/2$. Excluding a hole of radius $\delta<r$,

$$\langle Y^2\rangle_\delta=V\int_{q>\delta}\frac{F^2}{q^4}d^3q\;\ge\;4\pi V\,\frac{F(0)^2}{2}\int_\delta^{r}\frac{dq}{q^2}
=2\pi VF(0)^2\left(\frac1\delta-\frac1r\right),$$

which grows without limit as $\delta\to0$. The mean is finite and the variance is infinite. For $F=1$ the integral can be done completely:

$$\langle Y^2\rangle_\delta=\frac{4\pi V}{\delta}-V\int\frac{d\Omega}{R(\mathbf n)} .$$

**Error law.** For $F=1$ let $X=1/q^2$. The event $X>t$ means $q<t^{-1/2}$, a ball that lies inside the zone if $t>b^{-2}$. Hence

$$P(X>t)=Ct^{-3/2},\qquad C=\frac{4\pi}{3V},$$

and the probability density is $\tfrac32Ct^{-5/2}$ there. For small $k>0$, with $\mu=\langle X\rangle$ and $s=kt$,

$$\langle e^{ikX}\rangle-1-ik\mu=\tfrac32Ck^{3/2}\int_0^\infty\frac{e^{is}-1-is}{s^{5/2}}ds+O(k^2).$$

The integral converges at both ends, since its integrand behaves as $s^{-1/2}$ near zero and $s^{-3/2}$ at infinity. The power law fails only for $t<b^{-2}$, where $|e^{ikt}-1-ikt|\le k^2t^2/2$, so the correction is $O(k^2)$. Call the leading term $ck^{3/2}$. Its real part is negative because $\cos s-1\le0$. Multiplying by $e^{-ik\mu}$ gives $\langle e^{ik(X-\mu)}\rangle=1+ck^{3/2}+O(k^2)$.

For the sum of $N$ independent deviations divided by $N^{2/3}$, replace $k$ by $k/N^{2/3}$ and raise to the power $N$. The logarithm is

$$N\left[c\,\frac{k^{3/2}}{N}+O\!\left(\frac{k^2}{N^{4/3}}\right)\right]=ck^{3/2}+O(N^{-1/3}).$$

A nontrivial limiting distribution therefore exists for deviations of the sum of order $N^{2/3}$. The error of the mean falls as $N^{-1/3}$, and the approach to this law is slow. Physically, the nearest of $N$ points lies at $q\sim N^{-1/3}$, and its single contribution to the mean, of order $q^{-2}/N\sim N^{-1/3}$, scales with $N$ in the same way as the whole error.

The exponent is the same for the other choices of $F$. By continuity, large values of $|F|/q^2$ come only from points near the origin, where $F\approx F(0)$. The tail probability is therefore $C|F(0)|^{3/2}t^{-3/2}$ to leading order, and the leading $k^{3/2}$ term again fixes the limit. How large $N$ must be before this law appears depends on $F$.

## Which densities cure it

For any sampling density $p$ the estimator is $F/(q^2p)$, with second moment $\int F^2/(q^4p)\,d^3q$. If $p\le P$ near the origin, this is at least $P^{-1}\int F^2/q^4\,d^3q$ over that neighbourhood, which is infinite. Three independent Cauchy components, truncated to the zone, have

$$p_{\rm comp}(\mathbf q)=\prod_{i=1}^3\frac{\gamma}{2\arctan(b/\gamma)\,(q_i^2+\gamma^2)},$$

which is finite at $\mathbf q=0$. They change the coefficient of $1/\delta$ from $4\pi VF(0)^2$ to $4\pi F(0)^2/p_{\rm comp}(0)$ and leave the divergence.

If instead $p\sim q^{-\sigma}$, the radial second-moment integrand is $q^2q^{-4}q^{\sigma}=q^{\sigma-2}$. It is integrable at zero for $\sigma>1$, while $p$ itself is normalizable for $\sigma<3$. The weight is bounded near zero if $\sigma\ge2$. The choice $\sigma=2$ cancels the singularity and follows from a radius whose density is finite and nonzero at $q=0$.

## The radial Cauchy scheme

Draw $\mathbf n$ isotropically, with density $1/4\pi$ per solid angle. Given $\mathbf n$, let the radius have the truncated Cauchy density

$$c(q|\mathbf n)=\frac{\gamma}{\Theta\,(q^2+\gamma^2)},\quad 0<q\le R,\qquad \Theta(\mathbf n)=\arctan\frac{R(\mathbf n)}{\gamma}.$$

Its integral from $0$ to $q$ is $\arctan(q/\gamma)/\Theta$. Setting this equal to a uniform number $u$ gives $q=\gamma\tan(u\Theta)$. Dividing by the Jacobian $q^2$ gives the density in $\mathbf q$ space, and hence the weight:

$$p=\frac{\gamma}{4\pi q^2(q^2+\gamma^2)\Theta},\qquad
w=\frac{F}{q^2p}=\frac{4\pi\Theta}{\gamma}(q^2+\gamma^2)F .$$

Since $\Theta<\pi/2$ and $R\le\sqrt3\,b$, we have $|w|<2\pi^2F_{\max}(3b^2+\gamma^2)/\gamma$. The variance is finite and the ordinary central limit theorem applies. The second moment is

$$\langle w^2\rangle=\frac{4\pi}{\gamma}\int d\Omega\,\Theta(\mathbf n)\int_0^{R}F^2(q^2+\gamma^2)\,dq. \tag{1}$$

```
input: gamma, N, b, function F(q) = q^2 * integrand
mean = 0; M2 = 0
for j = 1..N:
    n = three normal deviates, normalized to length 1
    R = b / max(|n_x|, |n_y|, |n_z|)
    Theta = arctan(R / gamma)
    u = uniform number in (0, 1]
    q = min(gamma * tan(u * Theta), R)
    w = 4*pi*Theta*(q^2 + gamma^2)/gamma * F(q*n)
    d = w - mean;  mean += d/j;  M2 += d*(w - mean)
return mean, sqrt(M2 / (N*(N-1)))
```

For a general Brillouin zone, the face belonging to reciprocal vector $\mathbf G$ satisfies $\mathbf q\cdot\mathbf G=G^2/2$. Only the line for $R$ changes, to the minimum of $G^2/(2\,\mathbf n\cdot\mathbf G)$ over vectors with $\mathbf n\cdot\mathbf G>0$.

## Choosing the width

**Level shift.** With $q_0=\sqrt{m\omega}$,

$$F=\frac1{\omega+q^2/m}=\frac{m}{q^2+q_0^2}.$$

At $\gamma=q_0$ the weight becomes $w=4\pi m\Theta/q_0$. The radius has dropped out: the Cauchy law is the radial shape of the virtual-emission integrand. What remains is the variation of $\Theta$ with direction. In unbounded $\mathbf q$ space $\Theta=\pi/2$, the variance vanishes, and

$$\Delta E=-\frac{\omega\kappa}{2\pi^2}\,\frac{2\pi^2m}{q_0}=-\kappa\,\omega\sqrt{\frac m\omega}=-\alpha\omega,\qquad \alpha=\kappa\sqrt{\frac m\omega},$$

where $\alpha$ is the Fröhlich coupling constant.

**Absorption rate.** A narrow Lorentzian ($\eta\ll\omega$) selects $q\approx q_0$, so (1) is proportional to $\Theta(q_0^2+\gamma^2)/\gamma$. For $q_0\ll b$, $\Theta$ is nearly constant and the minimum is at $\gamma=q_0$. The next correction uses $\Theta\approx\pi/2-\gamma/R$. For one direction, setting the logarithmic derivative to zero gives

$$\frac{\gamma^2-q_0^2}{\gamma(\gamma^2+q_0^2)}=\frac{1/R}{\pi/2-\gamma/R}\approx\frac{2}{\pi R}.$$

With $\gamma=q_0(1+\xi)$ and small $\xi$, the left side is $\xi/q_0$, so $\xi\approx2q_0/(\pi R)$.

The size of the variance also follows. Near the shell $dq=m\,dE/(2q_0)$, with $\int L_\eta\,dE=1$ and $\int L_\eta^2\,dE=1/(2\pi\eta)$. Thus $I\approx4\pi m/(2q_0)=2\pi m/q_0$, and (1) at $\gamma=q_0$ gives, with $\bar\Theta$ the directional average,

$$\frac{\langle w^2\rangle}{I^2}\approx\frac{(4\pi)^2\bar\Theta}{q_0}\,(2q_0^2)\,\frac{m}{4\pi\eta q_0}\,\frac{q_0^2}{4\pi^2m^2}
=\frac{2\bar\Theta}{\pi}\,\frac{\omega}{\eta}. \tag{2}$$

The relative variance is this ratio minus 1, so for $\eta\ll\omega$ halving the broadening roughly doubles the required number of points. Cauchy sampling removes the singularity at $q=0$; it does not resolve a sharp energy shell.

**Bare integrand.** For $F=1$ a large $\gamma$ is better. As $\gamma\to\infty$ the radius becomes uniform on $(0,R)$ and $w\to4\pi R$, which again depends on direction alone. A uniform radius thus also has finite variance; the Cauchy law adds concentration at the scale $\gamma$.

## A reference value for the rate

In unbounded space the broadened rate has a closed form. Write $z=\omega+i\eta$ and $L_\eta(x)=\pi^{-1}\,{\rm Im}\,(x-i\eta)^{-1}$. Then

$$\int_0^\infty L_\eta\,dq=\frac1\pi{\rm Im}\int_0^\infty\frac{m\,dq}{q^2-mz}
=\frac1\pi{\rm Im}\,\frac{\pi m}{2s},\qquad s=-i\sqrt{mz}.$$

This $s$ satisfies $s^2=-mz$ and has positive real part, as the integral formula requires. Since $1/s=i/\sqrt{mz}$, the result is $\tfrac m2{\rm Re}(mz)^{-1/2}$. Multiplying by $4\pi$ for the angles and by $2\pi n\,\omega\kappa/2\pi^2$,

$$\Gamma=2n\omega\kappa m\,{\rm Re}\frac1{\sqrt{m(\omega+i\eta)}}
=2n\alpha\omega\left[1-\frac38\left(\frac\eta\omega\right)^2+\dots\right].$$

## Worked example

The parameters are round model values: $m=0.2$, $\omega=0.005$ Ry, $\epsilon_\infty=4$, $\epsilon_0=10$, $kT=0.002$ Ry, $\eta=0.0005$ Ry and lattice constant 8 bohr. The numerical output follows this text. From the inputs, $\kappa=0.25-0.10=0.15$, $q_0=\sqrt{0.001}=0.0316$ bohr$^{-1}$, $b=\pi/8=0.393$ bohr$^{-1}$, $\alpha=0.15\sqrt{40}=0.949$ and $n=0.0894$. The level shift is a second-order result. In unbounded space the next term of the series in $\alpha$ is $-0.0159\,\alpha^2\omega$, which would add about 1.5% here.

**Bare integrand, $\gamma=b$.** At $\delta/b=10^{-4}$ the second moment relative to $I^2$ is 4267 for uniform points and 2068 for Cauchy components, and each grows about tenfold per decade of $\delta$. Their ratio, 0.4845, agrees with the predicted $1/[Vp_{\rm comp}(0)]=(\pi/4)^3=0.4845$. The radial scheme settles at 1.112.

From $N=1000$ to $32000$ the interquartile range of repeated uniform estimates falls by $0.1195/0.0422=2.83$. The asymptotic law predicts $32^{1/3}=3.17$; a finite variance would give $\sqrt{32}=5.66$. The fitted exponent, $-0.300$, is compatible with $-1/3$ given corrections of relative order $N^{-1/3}$, whose coefficient is not evaluated here, and statistical scatter. The radial scheme gives a factor 5.88 and exponent $-0.51$.

**Level shift, $\gamma=q_0$.** With 400000 points the estimate is $-4.5417$ mRy with standard error 0.00004 mRy, against $-4.5416$ mRy from deterministic quadrature. The unbounded value is $-\alpha\omega=-4.743$ mRy. The zone reduces its magnitude by 4.3%, which lies between the fractions $2q_0/(\pi R)=5.1\%$ for $R=b$ and $3.0\%$ for $R=\sqrt3\,b$. One weight has a relative standard deviation of 0.53%, so 0.1% accuracy needs about $(0.53/0.1)^2\approx28$ points.

**Absorption rate, $\gamma=q_0$.** The same points give $0.847\pm0.004$ mRy; quadrature gives 0.845 mRy, or $1.75\times10^{13}$ s$^{-1}$. The sharp-shell value $2n\alpha\omega$ is 0.848 mRy, and the factor $1-\tfrac38(0.1)^2=0.996$ accounts for the difference.

The relative standard deviation of one weight is 2.94. Estimate (2), with $2\bar\Theta/\pi=4.5416/4.7434=0.957$ taken from the shift, gives $\sqrt{9.57-1}=2.93$. It rises to 4.49 at $\gamma=q_0/4$, 4.11 at $4q_0$ and 6.9 for a uniform radius. The best width is $1.045\,q_0$, within the range $1.03$ to $1.05$ expected from $\xi$, an estimate that neglects the finite Lorentzian width.

## When the infinite variance becomes visible

With an exact energy delta function, $q=0$ is off shell and does not contribute to the rate. The singularity enters through the Lorentzian tail, $F(0)=L_\eta(-\omega)\approx\eta/(\pi\omega^2)$. For uniform points the second moment outside a hole is approximately $4\pi V[F(0)^2/\delta+A]$, where the shell gives $A\approx m/(4\pi\eta q_0^3)$. The two terms are equal at

$$\delta_*=\frac{F(0)^2}{A}\approx\frac{\eta^2}{\pi^2\omega^4}\,\frac{4\pi\eta q_0^3}{m}=\frac4\pi\left(\frac\eta\omega\right)^3q_0 .$$

This is $4.0\times10^{-5}$ bohr$^{-1}$ here; the numerical value is $3.9\times10^{-5}$. On average one uniform point in $V/(\tfrac43\pi\delta_*^3)\approx2\times10^{12}$ falls inside. At feasible $N$ the infinite variance of this absorption rate is therefore hidden.

This conclusion depends on omitting the emission tail. If emission is included with the same Lorentzian, its factor $n+1$ replaces the small $n$ and dominates $F(0)$. The crossover radius rises to about $10^{-2}$ bohr$^{-1}$, one uniform point in $10^4$ to $10^5$ falls inside, and the infinite variance becomes visible. The tail also adds a spurious 61% to the rate.

For absorption alone, uniform sampling is still poor, because few points reach the shell. Outside a hole of 0.001 bohr$^{-1}$ its relative standard deviation is 64, so equal accuracy needs about $(64.3/2.94)^2\approx480$ times as many points as the radial scheme. For 1% accuracy this means $4\times10^7$ points instead of $9\times10^4$.

## Cost, stability and failure modes

The cost is one evaluation of $F$ per point, plus a few elementary functions. Memory does not grow with $N$ if the mean and variance are accumulated as above.

- **The point $q=0$.** Supplying $F=q^2\times$ integrand in analytic form avoids dividing two quantities that both diverge as $1/q^2$. That division involves no cancellation and fails only if $q^2$ evaluates to zero, which drawing $u$ from $(0,1]$ prevents in double precision.
- **Misleading error bars.** Any finite uniform sample has a finite sample variance. That number does not reveal that the true variance is infinite.
- **Structure away from the origin.** For an electron away from the band bottom, or strong short-range coupling, $F$ may be large where $p$ is small. The variance stays finite but can be large. The mixture $p_{\rm mix}=\lambda p+(1-\lambda)/V$ with $0<\lambda<1$, and weight $F/(q^2p_{\rm mix})$, lowers the weights only where $p<1/V$, because $p_{\rm mix}>p$ exactly there; for $\gamma=q_0$ in the example this is beyond about $0.17$ bohr$^{-1}$. If $F$ is concentrated closer to the origin, the mixture raises the second moment, by a factor of at most $1/\lambda$. Since $p_{\rm mix}\ge(1-\lambda)/V$, its weights never exceed $V|F|/[(1-\lambda)q^2]$ in magnitude, which limits them far from the origin, where $p$ is small. Since $p_{\rm mix}\ge\lambda p$, they also never exceed $1/\lambda$ times the radial Cauchy weights, so they stay bounded at $\mathbf q=0$.
- **Vanishing broadening.** By (2) the variance grows as $\omega/\eta$. For a sharp shell, do the energy integral analytically and sample the remaining surface.
- **Unbounded $F$.** If $F$ itself diverges, the bound on $w$ is lost. For virtual emission whose energy denominator changes sign across a surface inside the zone, even the mean of $|w|$ diverges, logarithmically. The integral then exists only as a principal value, and a plain average of weights does not converge to it. A finite imaginary part in the denominator makes $F$ bounded again.

## Computed values

```
band mass = 0.2 electron masses; phonon energy = 0.005 Ry
eps_inf = 4.0, eps_0 = 10.0, kappa = 0.1500
kT = 0.002 Ry; phonon occupation n = 0.08943
Lorentzian half-width eta = 0.0005 Ry
lattice constant = 8.0 bohr; zone half-width b = 0.39270 1/bohr
zone volume = 0.48447 1/bohr^3
q0 = 0.03162 1/bohr; coupling constant alpha = 0.94868
bare integral of 1/q^2, zone quadrature = 6.027243 1/bohr
same, from error-function integral = 6.027243 1/bohr
second moment / (bare integral)^2, with gamma = b:
hole/b, uniform, component Cauchy, radial Cauchy
1e-01  3.9129  2.1597  1.05302
1e-02  42.3211  20.7861  1.10632
1e-03  426.4038  206.8657  1.11163
1e-04  4267.2306  2067.6430  1.11216
bare integrand, N = 1000 and 32000, interquartile range / integral:
uniform: 0.11947 and 0.04221
radial Cauchy: 0.014491 and 0.002466
error exponent, uniform = -0.300
error exponent, radial Cauchy = -0.511
number of radial Cauchy points, gamma = q0: 400000
level shift, sampled = -4.54166 mRy
its standard error = 0.000038 mRy
level shift, zone quadrature = -4.54161 mRy
level shift, unbounded q space = -4.74342 mRy
absorption rate, sampled = 0.84706 mRy
its standard error = 0.00393 mRy
absorption rate, zone quadrature = 0.84520 mRy
absorption rate, unbounded closed form = 0.84521 mRy
absorption rate, sharp delta function = 0.84836 mRy
zone-quadrature rate converted = 1.7471e+13 1/s
relative standard deviation of a single weight:
shift, gamma = q0: 0.00533
rate, gamma = q0: 2.942
rate, gamma = q0/4: 4.490; gamma = 4 q0: 4.112
rate, uniform radius (gamma = 1000 b): 6.915
rate, uniform points outside hole 0.001 1/bohr: 64.29
best gamma/q0 for the rate = 1.045
crossover hole radius for the rate = 3.878e-05 1/bohr
uniform points per hit inside that radius = 1.98e+12
```
